\section*{One PAW projector in a box: why overlap shifts the levels}

\section{The problem}

In the projector augmented-wave (PAW) method, the smooth wave functions obey an eigenvalue equation with an overlap operator. Its simplest form has one projector function $p$:
\begin{equation}
H\psi=eS\psi,\qquad H=H_0+|p\rangle D\langle p|,\qquad S=1+|p\rangle q\langle p| .
\label{gen}
\end{equation}
The real number $D$ is the nonlocal strength. The real number $q$ corrects the norm: $\langle\psi,S\psi\rangle=\langle\psi,\psi\rangle+q|\langle p,\psi\rangle|^2$. Both are held fixed here, whereas in a self-consistent calculation $D$ depends on the density.

Let $H_0$ be self-adjoint with discrete, nondegenerate levels $e_n$ and normalized states $\phi_n$. Assume $1+q\langle p,p\rangle>0$. Then every nonzero $\psi$ has positive $S$-norm: this is evident for $q\ge0$, and for $q<0$ it follows from $|\langle p,\psi\rangle|^2\le\langle p,p\rangle\langle\psi,\psi\rangle$.

(a) Find the equation for the levels outside the spectrum of $H_0$.

(b) Solve it for a particle in a box, $H_0=-\tfrac12\,d^2/dx^2$ on $0<x<L$ with $\psi=0$ at the walls. The projector is a normalized top hat of half-width $a$ at the centre. Take $L=10$ bohr, $a=1$ bohr, $D=0.4$ hartree and $q=0.5$. Hartree atomic units are used. The hat and the values of $D$ and $q$ are chosen for illustration: a real PAW dataset has several projectors, dual to atomic partial waves, and matrices $D_{ij}$ and $q_{ij}$, so the numbers below describe no atom.

\section{A tempting solution}

The operator $S$ appears in the normalization $\langle\psi,S\psi\rangle=1$. Rescaling a wave function does not change its energy, so it seems that $S$ can be set aside until the energies are known. One then solves $H\psi=e\psi$, or
\[
(H_0-e)\psi=-D\,p\,\langle p,\psi\rangle .
\]
Applying $(H_0-e)^{-1}$, projecting on $p$ and dividing by $\langle p,\psi\rangle$ gives
\begin{equation}
1+D\,G(e)=0,\qquad G(e)=\langle p,(H_0-e)^{-1}p\rangle .
\label{wrong}
\end{equation}
For the box, the lowest root is $e=0.15403$ hartree.

\section{Where it fails}

The algebra is sound, but it solves another problem. Put the $\psi$ just found into equation (\ref{gen}). Since $H\psi=e\psi$,
\[
H\psi-eS\psi=e\psi-e\psi-eq\,p\langle p,\psi\rangle=-eq\,p\,\langle p,\psi\rangle .
\]
This is nonzero, because $e$, $q$ and $\langle p,\psi\rangle$ are all nonzero.

The faulty step is the claim that $S$ merely rescales $\psi$. The ratio $\langle\psi,S\psi\rangle/\langle\psi,\psi\rangle$ depends on how much of $\psi$ lies along $p$, and hence on the shape of $\psi$. Making $\langle\psi,H\psi\rangle$ stationary at fixed $\langle\psi,S\psi\rangle$, with multiplier $e$, gives $H\psi-eS\psi=0$. The overlap therefore belongs in the equation for the energy.

\section{The correct secular equation}

Write $c=\langle p,\psi\rangle$. Equation (\ref{gen}) reads $H_0\psi+Dc\,p=e\psi+eqc\,p$, so
\begin{equation}
(H_0-e)\psi=-(D-eq)\,c\,p .
\label{source}
\end{equation}
Let $e$ lie outside the spectrum of $H_0$. If $c$ were zero, $\psi$ would be an eigenstate of $H_0$ at $e$, which is excluded. So $c\ne0$, and the inverse exists:
\[
\psi=-(D-eq)\,c\,(H_0-e)^{-1}p .
\]
Projecting on $p$ gives $c=-(D-eq)\,c\,G(e)$. Division by $c$ yields
\begin{equation}
F(e)\equiv1+(D-eq)\,\langle p,(H_0-e)^{-1}p\rangle=0 .
\label{secular}
\end{equation}
Conversely, suppose $F(e)=0$ and set $u=(H_0-e)^{-1}p$. Then $\langle p,u\rangle=G$, and
\[
(H-eS)u=p+(D-eq)G\,p=F(e)\,p=0 .
\]
Since $F=0$ requires $G\ne0$, $u$ is nonzero and is an eigenstate.

\subsection*{Levels the equation can miss}

At $e=e_n$ the inverse does not exist. Projecting equation (\ref{source}) on $\phi_n$ makes the left side vanish, so
\[
(D-e_nq)\,c\,\langle\phi_n,p\rangle=0 .
\]
If $D\ne e_nq$ and $\langle\phi_n,p\rangle\ne0$, then $c=0$. Equation (\ref{source}) then makes $\psi$ a multiple of $\phi_n$, for which $c\ne0$: a contradiction, so $e_n$ is no longer a level. If $\langle\phi_n,p\rangle=0$ or $D=e_nq$, direct substitution shows that $\phi_n$ survives at $e_n$.

The case $D=e_nq$ with $\langle\phi_n,p\rangle\ne0$ is easily overlooked. Expanding in the states of $H_0$,
\begin{equation}
G(e)=\sum_m\frac{|\langle\phi_m,p\rangle|^2}{e_m-e} .
\label{sum}
\end{equation}
Here $D-eq=q(e_n-e)$ cancels the pole at $e_n$, and $F\to1+q|\langle\phi_n,p\rangle|^2>0$. The level exists although $F$ does not vanish there.

\section{The resolvent element for the box}

Let $y=x-L/2$, $b=L/2$ and $k=\sqrt{2e}$. The hat is $p=N=1/\sqrt{2a}$ for $|y|<a$ and zero elsewhere, so $\langle p,p\rangle=1$.

The hat is even in $y$, so even and odd functions can be treated separately. Odd states have $\langle\phi_n,p\rangle=0$ and keep their energies $e_n=n^2\pi^2/(2L^2)$, with $n=2,4,6,\ldots$. In the even sector we need the even solution of $-\tfrac12u''-eu=p$ that vanishes at the walls:
\[
u=\begin{cases}-N/e+A\cos ky,&|y|<a,\\ B\sin k(b-|y|),&a<|y|<b.\end{cases}
\]
The constant is right because $-e(-N/e)=N$, and the other terms solve the equation without source. As $u''$ has a finite jump at the edge, $u$ and $u'$ are continuous there:
\begin{align*}
-N/e+A\cos ka&=B\sin k(b-a),\\
-kA\sin ka&=-kB\cos k(b-a).
\end{align*}
The second condition is met by $A=C\cos k(b-a)$ and $B=C\sin ka$. The first becomes
\[
C\,[\cos ka\cos k(b-a)-\sin ka\sin k(b-a)]=C\cos kb=N/e .
\]
Hence $A=N\cos k(b-a)/(e\cos kb)$. Now integrate $u$ over the hat:
\[
G=N\int_{-a}^{a}u\,dy=-\frac{2aN^2}{e}+\frac{2NA\sin ka}{k}.
\]
With $2aN^2=1$ and $2N^2=1/a$,
\begin{equation}
G(e)=\frac1e\left[\frac{\sin ka\,\cos k(b-a)}{ka\,\cos kb}-1\right].
\label{box}
\end{equation}
The zeros of $\cos kb$ are the even-parity box levels $n=1,3,5,\ldots$; each is a pole of $G$ unless $\langle\phi_n,p\rangle=0$, which happens when $\sin(n\pi a/L)=0$. For $e<0$ put $k=i\kappa$: $\sin ka/(ka)$ becomes $\sinh\kappa a/(\kappa a)$ and the cosines become hyperbolic.

At $e\to0$, expanding to order $k^2$ turns the bracket into
\[
k^2\left[\frac{b^2}{2}-\frac{(b-a)^2}{2}-\frac{a^2}{6}\right]=2e\left(ab-\frac{2a^2}{3}\right),
\]
so $G(0)=aL-4a^2/3$. At zero energy $q$ drops out of $F$. For $e\to-\infty$, $G\to1/|e|$ and $F\to1+q>0$. A level below zero therefore exists if $1+D\,G(0)<0$, which needs a sufficiently attractive $D$.

\section{Finding every root}

We need to know how many roots lie between neighbouring poles. Differentiating the resolvent gives $G'=\langle u,u\rangle$. At a root $(D-eq)G=-1$, so $-qG=(D-eq)qG^2$ and
\begin{equation}
F'=(D-eq)G'-qG=(D-eq)(G'+qG^2)=(D-eq)\langle u,Su\rangle .
\label{slope}
\end{equation}
The last factor is positive. Thus $F$ crosses zero upward where $D>eq$ and downward where $D<eq$. An interval containing neither a pole nor the energy $D/q$ has at most one root.

For the data given, $D/q=0.8$ hartree, between $e_3$ and $e_5$. Integrating $\phi_n=\sqrt{2/L}\,\sin(n\pi x/L)$ over the hat gives $\langle\phi_n,p\rangle=N\sqrt{2/L}\,\dfrac{2L}{n\pi}\sin\dfrac{n\pi}{2}\,\sin\dfrac{n\pi a}{L}$. With $a/L=1/10$ this is nonzero for every odd $n$, so all these levels are poles. By equation (\ref{sum}), $G\to+\infty$ just below a pole and $-\infty$ just above it. At $D/q$, $F=1$. The signs give:
\begin{itemize}
\item Below $e_1$, $F$ starts positive and could cross only upward, so there is no root.
\item In $(e_1,e_3)$, $F$ runs from $-\infty$ to $+\infty$: one root.
\item In $(e_3,D/q)$, it runs from $-\infty$ to $1$: one root.
\item In $(D/q,e_5)$, it runs from $1$ to $-\infty$: one root.
\item In $(e_5,e_7)$, it runs from $+\infty$ to $-\infty$: one root. The same holds in $(e_7,e_9)$ and in every later interval between neighbouring poles.
\end{itemize}

To see which old level each root comes from, let the coupling be weak and keep the pole term at $e_n$. To leading order,
\[
1+\frac{(D-e_nq)|\langle\phi_n,p\rangle|^2}{e_n-e}=0
\quad\Rightarrow\quad
e-e_n=(D-e_nq)|\langle\phi_n,p\rangle|^2 .
\]
Now raise $D$ and $q$ together at fixed $D/q$. No root can cross a pole or $D/q$, so in this example the direction persists at full strength. Bisection in each interval gives, in hartree:
\begin{center}
\begin{tabular}{cccc}
$n$ & $e_n$ & $D-e_nq$ & new level\\
1 & 0.0493 & $0.3753$ & 0.1417\\
3 & 0.4441 & $0.1779$ & 0.4939\\
5 & 1.2337 & $-0.2169$ & 1.2048\\
7 & 2.4181 & $-0.8090$ & 2.3864
\end{tabular}
\end{center}
The first two levels rise and the next two fall: all four move towards $D/q$. The tempting equation (\ref{wrong}) has $q=0$ and $D>0$, and would send all four upward.

\section{The lowest level checked by hand}

The root is $e=0.14168$ hartree, or $3.855$ eV, with $k=\sqrt{2e}=0.53231$ bohr$^{-1}$. Equation (\ref{box}) with $a=1$ and $b=5$ gives
\[
G=\frac1{0.14168}\left[\frac{\sin(0.53231)\cos(4\times0.53231)}{0.53231\,\cos(5\times0.53231)}-1\right]=-3.038\ \text{hartree}^{-1}.
\]
The strength at this energy is $D-eq=0.4-0.14168\times0.5=0.32916$ hartree. The product is $0.32916\times(-3.038)=-1.000$, as equation (\ref{secular}) requires.

Dropping $q$ gave $0.15403$ hartree, too high by $0.01235$ hartree, or about 9\% of the correct level. Here the overlap weakens the effective repulsion from $D$ to $D-eq$.

A rough estimate uses the unperturbed state $\phi_1$ alone, with $\langle\phi_1,p\rangle^2=0.38701$:
\[
\frac{\langle\phi_1,H\phi_1\rangle}{\langle\phi_1,S\phi_1\rangle}
=\frac{0.04935+0.4\times0.38701}{1+0.5\times0.38701}=0.17105\ \text{hartree}.
\]
By the variational principle for equation (\ref{gen}), this is an upper bound on the lowest level. It lies about 21\% above it, because $\phi_1$ cannot adapt: the true state reduces its weight on the repulsive projector. With $\psi$ normalized to $\langle\psi,S\psi\rangle=1$, that weight is
\[
c^2=\frac{G^2}{G'+qG^2}=0.173,
\]
compared with $0.38701/(1+0.5\times0.38701)=0.324$ for $\phi_1$ normalized in the same way.

The numerical check compares these levels with a direct diagonalization of equation (\ref{gen}) in a sine basis, and the two agree to better than $10^{-6}$ hartree.

\section*{Computed values}
\begin{verbatim}
Resolvent element G(e) in 1/hartree: closed form, grid solution
  e = -0.70 hartree: 0.88149, 0.88149
  e =  0.30 hartree: 0.70706, 0.70706
  e =  1.00 hartree: -0.19773, -0.19773
Levels below e_7: number, largest difference secular - direct
  D =  0.4 hartree, q =  0.5: 7, 6e-10 hartree; lowest 0.14168 hartree
  D = -1.0 hartree, q =  0.0: 7, 2e-08 hartree; lowest -0.59276 hartree
  D =  0.4 hartree, q = -0.5: 6, 3e-08 hartree; lowest 0.16616 hartree
  D = -0.4 hartree, q = -0.5: 6, 9e-09 hartree; lowest -0.23500 hartree
Example: L = 10 bohr, a = 1 bohr, D = 0.4 hartree, q = 0.5
Turning energy D/q = 0.800 hartree
n, e_n, D - e_n q, new level, shift (all hartree), weight c^2
  1, 0.04935, 0.37533, 0.14168, 0.09233, 0.17290
  3, 0.44413, 0.17793, 0.49393, 0.04980, 0.29972
  5, 1.23370, -0.21685, 1.20481, -0.02890, 0.11780
  7, 2.41805, -0.80903, 2.38637, -0.03169, 0.02891
Unchanged odd-parity levels n = 2, 4, 6 (hartree): 0.19739, 0.78957, 1.77653
Lowest level: 0.14168 hartree = 3.855 eV
  k = sqrt(2e) = 0.53231 1/bohr
  D - e q = 0.32916 hartree
  G(e) = -3.03803 1/hartree
  product (D - e q) G = -1.00000
  <phi_1,p>^2 = 0.38701
  single-state upper bound = 0.17105 hartree
  level with q dropped = 0.15403 hartree
Exceptional case D = e_3 q = 0.22207 hartree:
  e_3 = 0.44413 hartree survives; F near e_3 = 1.14737
  limit 1 + q <phi_3,p>^2 = 1.14737
\end{verbatim}
